# Relative signs of exchange diagrams in Møller and Bhabha scattering, part 1

(Sections cited here and not found follow in the second part.)

## First half: from contractions to signed amplitudes

Two processes are considered at the lowest order of quantum electrodynamics at which they occur: $e^-e^-\to e^-e^-$ (Møller scattering) and $e^-e^+\to e^-e^+$ (Bhabha scattering). Each has two diagrams with one exchanged photon. The problem is to find how the two are combined, starting from the anticommutation of the field operators.

Units are $\hbar=c=1$, the metric is $(+,-,-,-)$, $m$ is the electron mass, and $a\cdot b=a^\mu b_\mu$ without complex conjugation. The interaction is

$$H_I(t)=e\int d^3x\,J^\mu(x)A_\mu(x),\qquad J^\mu=\,:\!\bar\psi\gamma^\mu\psi\!:,\qquad e^2=4\pi\alpha .$$

The colons denote normal order: creation operators stand to the left of annihilation operators, with a factor $-1$ for each interchange of two fermion operators. In a box of volume $L^3$ the electron field is

$$\psi(x)=\sum_{\mathbf p,s}\frac{1}{\sqrt{2EL^3}}\left[b_{ps}\,u_{ps}\,e^{-ip\cdot x}+d^\dagger_{ps}\,v_{ps}\,e^{ip\cdot x}\right].$$

Here $b$ annihilates an electron and $d^\dagger$ creates a positron. The nonzero anticommutators are $\{b,b^\dagger\}=1$ and $\{d,d^\dagger\}=1$ for equal modes. All other pairs anticommute to zero, including an electron operator with a positron operator. The spinors obey $\bar uu=2m$.

Labels 1 and 2 denote incoming particles, 3 and 4 outgoing ones; a label stands for momentum and spin together. No outgoing particle is in the same mode as an incoming one, and the two particles within each state are in different modes.

### (a) Which part of the second-order term can contribute?

**Problem.** Write the second-order term of the scattering operator. Show that four uncontracted fermion fields are needed.

**Solution.** The scattering operator is $S=T\exp(-i\int dt\,H_I)$, where $T$ orders later times to the left. Its second-order term is

$$S^{(2)}=\frac{(-ie)^2}{2}\int d^4x\,d^4y\;T\{J^\mu(x)J^\nu(y)\}\,T\{A_\mu(x)A_\nu(y)\}.$$

The external states contain no photons, so the photon fields enter through their vacuum expectation value. In Feynman gauge this is

$$\langle0|T A_\mu(x)A_\nu(y)|0\rangle=\int\frac{d^4q}{(2\pi)^4}\,\frac{-ig_{\mu\nu}}{q^2+i\epsilon}\,e^{-iq\cdot(x-y)} .$$

Suppose first that $x^0>y^0$. The fermion factor is then $J^\mu(x)J^\nu(y)$. To bring it into normal order, annihilation operators are moved to the right. Each passage past a creation operator gives a reordered product with a factor $-1$, plus an anticommutator, which is a number. An anticommutator removes two fields from the product. Hence

$$J^\mu(x)J^\nu(y)=\,:\!\bar\psi\gamma^\mu\psi(x)\,\bar\psi\gamma^\nu\psi(y)\!:\,+\,(\text{terms with two fields or none}).$$

The transition must remove both incoming particles and create both outgoing ones. This takes four mode operators, so the terms with two fields or none have zero matrix element.

If $y^0>x^0$, the factors appear in the order $J^\nu(y)J^\mu(x)$. The four-field term is nevertheless the same. Under normal ordering, moving one pair $\bar\psi\psi$ past another takes four interchanges, and $(-1)^4=1$. The same normal-ordered product therefore serves for both time orders.

The restriction to distinct modes matters here. If an outgoing particle coincided with an incoming one, the two-field terms could contribute with that particle as a spectator.

### (b) What does each field supply?

**Problem.** List the external factors that $\psi$ and $\bar\psi$ can supply, and carry out the integrations over $x$ and $y$.

**Solution.** The field $\psi$ contains $b$ and $d^\dagger$. It can annihilate an incoming electron or create an outgoing positron:

$$\psi:\quad b_i\,u_i\,e^{-ip_i\cdot x}\ \ (\text{incoming }e^-),\qquad d_f^\dagger\,v_f\,e^{ip_f\cdot x}\ \ (\text{outgoing }e^+).$$

The field $\bar\psi$ contains the adjoint operators:

$$\bar\psi:\quad b_f^\dagger\,\bar u_f\,e^{ip_f\cdot x}\ \ (\text{outgoing }e^-),\qquad d_i\,\bar v_i\,e^{-ip_i\cdot x}\ \ (\text{incoming }e^+).$$

These are the external contractions. Legs in the first list will be called $\psi$-type, those in the second $\bar\psi$-type. Each vertex joins one leg of each type. The factors $1/\sqrt{2EL^3}$ are the same for every diagram of a process and are taken out of the amplitude $M$:

$$S_{fi}=i(2\pi)^4\delta^4(p_3+p_4-p_1-p_2)\,M\prod_{k=1}^4\frac{1}{\sqrt{2E_kL^3}} .$$

Let the legs at $x$ supply the exponential $e^{ik\cdot x}$ and those at $y$ supply $e^{ik'\cdot y}$. With the photon function included, the integrals give

$$\int d^4x\,e^{i(k-q)\cdot x}\int d^4y\,e^{i(k'+q)\cdot y}=(2\pi)^4\delta^4(k-q)\,(2\pi)^4\delta^4(k'+q).$$

The integral over $q$ sets $q=k$. There remains $(2\pi)^4\delta^4(k+k')$ times $-ig_{\mu\nu}/k^2$. The term $i\epsilon$ can be dropped when $k^2\neq0$. In the centre-of-mass frame this holds for both processes at every scattering angle other than $0^\circ$ and $180^\circ$.

There are two choices of which $\psi$ field supplies which $\psi$-type leg, and two for the $\bar\psi$ fields, hence four full contractions. They form two pairs whose members differ by the interchange of $x$ and $y$. Both members of a pair are equal, since the two bilinears commute under normal ordering and the photon function is symmetric. The resulting factor 2 cancels the $1/2$ in $S^{(2)}$. Each of the two diagrams therefore has the prefactor

$$(-ie)^2\,\frac{-i}{k^2}=\frac{ie^2}{k^2},$$

which contributes $e^2/k^2$ to $M$. What remains is the sign from the mode operators.

### (c) Møller scattering

**Problem.** Take $|i\rangle=b_1^\dagger b_2^\dagger|0\rangle$ and $|f\rangle=b_3^\dagger b_4^\dagger|0\rangle$. Evaluate both operator strings and write the amplitude.

**Solution.** In the first diagram electron 1 is joined to 3 and electron 2 to 4. Its string is $b_3^\dagger b_1b_4^\dagger b_2$. All four operators belong to different modes and anticommute, so the normal-order symbol does not alter the product. Acting on the initial state from the right,

$$b_2b_1^\dagger b_2^\dagger|0\rangle=-b_1^\dagger b_2b_2^\dagger|0\rangle=-b_1^\dagger|0\rangle,$$

$$b_4^\dagger(-b_1^\dagger)|0\rangle=+b_1^\dagger b_4^\dagger|0\rangle,\qquad b_1b_1^\dagger b_4^\dagger|0\rangle=b_4^\dagger|0\rangle .$$

The last operator gives $b_3^\dagger b_4^\dagger|0\rangle=|f\rangle$. The sign is $+1$.

In the second diagram electron 2 is joined to 3 and electron 1 to 4. Its string is $b_3^\dagger b_2b_4^\dagger b_1$, and

$$b_1b_1^\dagger b_2^\dagger|0\rangle=b_2^\dagger|0\rangle,\qquad b_2b_4^\dagger b_2^\dagger|0\rangle=-b_4^\dagger b_2b_2^\dagger|0\rangle=-b_4^\dagger|0\rangle .$$

The last operator gives $-b_3^\dagger b_4^\dagger|0\rangle=-|f\rangle$. The sign is $-1$.

The relative sign can also be found without any reference to the states. Three interchanges of neighbours give

$$b_1b_4^\dagger b_2=-b_4^\dagger b_1b_2=+b_4^\dagger b_2b_1=-b_2b_4^\dagger b_1 .$$

Exchanging the two annihilation operators therefore reverses the sign of the string.

Define $j_{31}^\mu=\bar u_3\gamma^\mu u_1$, and similarly for other pairs. The vertex joining 1 to 3 has $k=p_3-p_1$, and the one joining 2 to 3 has $k=p_3-p_2$. With $t=(p_1-p_3)^2$ and $u=(p_1-p_4)^2=(p_2-p_3)^2$, the amplitude is

$$M_{\text{Møller}}=e^2\left[\frac{j_{31}\cdot j_{42}}{t}-\frac{j_{32}\cdot j_{41}}{u}\right].$$

Exchanging the labels 3 and 4, momentum and spin together, turns each term into the other and reverses $M$. This agrees with $b_4^\dagger b_3^\dagger|0\rangle=-b_3^\dagger b_4^\dagger|0\rangle$.

For two different particles, such as an electron and a muon, there are separate fields for the two lines. An electron field cannot annihilate the muon, and the second diagram is absent.

### (d) Bhabha scattering

**Problem.** Let 1 and 3 be electrons, 2 and 4 positrons, with $|i\rangle=b_1^\dagger d_2^\dagger|0\rangle$ and $|f\rangle=b_3^\dagger d_4^\dagger|0\rangle$. Find the two signs, and identify the exchange that relates the diagrams.

**Solution.** The $\psi$-type legs are now the incoming electron 1 and the outgoing positron 4. The $\bar\psi$-type legs are the outgoing electron 3 and the incoming positron 2.

In the scattering diagram one vertex joins 3 to 1 and the other joins 2 to 4. The string is $b_3^\dagger b_1d_2d_4^\dagger$. Step by step,

$$d_4^\dagger b_1^\dagger d_2^\dagger|0\rangle=b_1^\dagger d_2^\dagger d_4^\dagger|0\rangle,$$

because $d_4^\dagger$ passes two operators. Next,

$$d_2b_1^\dagger d_2^\dagger d_4^\dagger|0\rangle=-b_1^\dagger d_2d_2^\dagger d_4^\dagger|0\rangle=-b_1^\dagger d_4^\dagger|0\rangle .$$

Then $b_1$ gives $-d_4^\dagger|0\rangle$, and $b_3^\dagger$ gives $-b_3^\dagger d_4^\dagger|0\rangle=-|f\rangle$. The sign is $-1$.

In the annihilation diagram one vertex joins 3 to 4 and the other joins 2 to 1. The string is $b_3^\dagger d_4^\dagger d_2b_1$, and

$$b_3^\dagger d_4^\dagger d_2b_1\,b_1^\dagger d_2^\dagger|0\rangle=b_3^\dagger d_4^\dagger d_2d_2^\dagger|0\rangle=b_3^\dagger d_4^\dagger|0\rangle=|f\rangle .$$

The sign is $+1$.

The scattering vertex has $k=p_3-p_1$ and $k^2=t$. The annihilation vertex creates both outgoing particles, so $k=p_3+p_4$ and $k^2=s=(p_1+p_2)^2$. Therefore

$$M_{\text{Bhabha}}=-e^2\left[\frac{j_{31}\cdot j_{24}}{t}-\frac{j_{34}\cdot j_{21}}{s}\right],$$

$$j_{24}^\mu=\bar v_2\gamma^\mu v_4,\qquad j_{34}^\mu=\bar u_3\gamma^\mu v_4,\qquad j_{21}^\mu=\bar v_2\gamma^\mu u_1 .$$

The second term follows from the first by exchanging $u_1$ with $v_4$, the incoming electron with the outgoing positron. These are different particles on different sides of the reaction, but both come from the field $\psi$. At the level of operators, $b_1$ changes places with $d_4^\dagger$:

$$b_1d_2d_4^\dagger=-d_4^\dagger d_2b_1 .$$

Reversing three anticommuting operators takes three interchanges, which gives the minus sign.

The sign in front of the bracket depends on the ordering of the states. Had the initial state been defined as $d_2^\dagger b_1^\dagger|0\rangle$, both terms would have changed sign together. The relative sign would have stayed as it is.

### (e) Any number of open fermion lines

**Problem.** Find the relative sign when $n$ $\psi$-type legs are joined to $n$ $\bar\psi$-type legs in different ways.

**Solution.** Let $c_j$ be the operator supplied by $\psi$-type leg $j$, either $b$ or $d^\dagger$. Let $\bar c_i$ be that supplied by $\bar\psi$-type leg $i$, either $b^\dagger$ or $d$. A diagram that joins $\bar\psi$-type leg $i$ to $\psi$-type leg $\sigma(i)$ has the string

$$\bar c_1c_{\sigma(1)}\,\bar c_2c_{\sigma(2)}\cdots\bar c_nc_{\sigma(n)} .$$

Move all $\bar c_i$ to the left, keeping their order. The operator $\bar c_2$ passes one operator $c$, $\bar c_3$ passes two, and so on. The total number of interchanges is $n(n-1)/2$, whatever $\sigma$ is. Sorting the remaining operators $c_{\sigma(1)}\cdots c_{\sigma(n)}$ into the order $c_1\cdots c_n$ gives the parity of the permutation:

$$\prod_{i=1}^n\bar c_ic_{\sigma(i)}=\operatorname{sgn}(\sigma)\,(-1)^{n(n-1)/2}\,\bar c_1\cdots\bar c_n\,c_1\cdots c_n .$$

Everything after $\operatorname{sgn}(\sigma)$ is common to all diagrams. A single exchange of two legs of the same type is an odd permutation and reverses the sign.

A line may also contain internal electron propagators. Its vertices can be written next to one another in the order of the line, because bilinears commute under the ordering symbols. Each internal contraction then joins neighbouring fields $\psi(x)\bar\psi(y)$ and gives a matrix of numbers with no extra sign. One $\bar\psi$ and one $\psi$ remain for the external legs, so the same rule applies to the open lines. Closed fermion loops need a separate count and are outside this tree-level argument.

The numerical check evaluates the strings as explicit matrices for three lines, with every choice of electron and positron legs. It also computes both two-particle amplitudes by perturbation theory with explicit intermediate states, without using the sign rule.

## Second half: what the signs do

The amplitudes found above can be written with two diagram values, $D$ and $X$, from which the operator signs have been removed:

$$M_{\text{Møller}}=D-X,\qquad D=\frac{e^2}{t}\,j_{31}\cdot j_{42},\qquad X=\frac{e^2}{u}\,j_{32}\cdot j_{41},$$

$$M_{\text{Bhabha}}=-(D-X),\qquad D=\frac{e^2}{t}\,j_{31}\cdot j_{24},\qquad X=\frac{e^2}{s}\,j_{34}\cdot j_{21}.$$

Particles 1 and 2 come in, 3 and 4 go out. A current $j_{ab}^\mu$ is $\bar w_a\gamma^\mu w_b$, where $w$ is $u$ for an electron and $v$ for a positron. The centre-of-mass frame is used, with particle 1 along $z$, momentum $p$ and energy $E$ for each particle, and scattering angle $\theta$ in the $xz$ plane. Then

$$s=4E^2,\qquad t=-2p^2(1-\cos\theta),\qquad u=-2p^2(1+\cos\theta).$$

Anticommutation of the field operators has fixed the relative minus sign between the two diagrams of each process, giving $M_{\text{Møller}}=D-X$ and $M_{\text{Bhabha}}=-(D-X)$. What remains is to find what these signs do to the low-momentum potentials, the interference and the cross sections.
